# Three-photon decay of ortho-positronium at lowest order

## Definitions and conventions

Units are $\hbar=c=1$ with $e^2=4\pi\alpha$, $m$ is the electron mass, and the metric is $(+,-,-,-)$. The Dirac matrices are

$$\gamma^0=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \gamma^a=\begin{pmatrix}0&\sigma^a\\-\sigma^a&0\end{pmatrix},$$

with $\hat q\equiv q_\mu\gamma^\mu$ and $\sigma a\equiv\boldsymbol\sigma\cdot\mathbf a$. One-particle states obey $\langle\mathbf p'|\mathbf p\rangle=2E(2\pi)^3\delta^3(\mathbf p-\mathbf p')$, so $\bar uu=2m$. The Feynman rules are $ie\gamma^\mu$ for a vertex, $iS(q)$ with $S(q)=(\hat q+m)/(q^2-m^2)$ for an internal electron line, and $\epsilon^*$ for an outgoing photon. A particle of mass $M$ at rest decays into $n$ photons at the rate

$$\Gamma=\frac1{2M}\frac1{n!}\int d\Phi_n\sum_{\rm pol}|\mathcal M_B|^2,\qquad d\Phi_n=(2\pi)^4\delta^4\Big(P-\sum_ik_i\Big)\prod_i\frac{d^3k_i}{(2\pi)^32\omega_i},$$

where $1/n!$ removes the multiple counting of identical photons. Photon $i$ has $k_i=\omega_in_i$ with $n_i=(1,\mathbf n_i)$. Its polarization in the positronium rest frame is purely spatial and transverse, and we set

$$\mathbf e_i=\boldsymbol\epsilon_i^*,\qquad \mathbf b_i=\mathbf n_i\times\mathbf e_i,\qquad c_{ik}=\mathbf n_i\cdot\mathbf n_k,\qquad x_i=\omega_i/m .$$

Dot products of these complex vectors carry no conjugation. The atom is the $1^3S_1$ state (ortho) or the $1^1S_0$ state (para), at rest in vacuum and free of external fields. Everything is to lowest order in $\alpha$.

## 1. From the free pair to the atom

For a weakly bound pair with relative momentum $\mathbf p$ the state is

$$|B(\mathbf P)\rangle=\sqrt{2M}\int\frac{d^3p}{(2\pi)^3}\,\phi(\mathbf p)\,\frac{1}{2m}\,\big|\tfrac12\mathbf P+\mathbf p,\ \tfrac12\mathbf P-\mathbf p\big\rangle,\qquad\int\frac{d^3p}{(2\pi)^3}|\phi|^2=1 .$$

The factor $1/2m$ is fixed by the norm. With $E\approx m$ the overlap of two pair states is $(2m)^2(2\pi)^6$ times two delta functions. Their sum and half-difference as new arguments (Jacobian 1) give $\delta^3(\mathbf P-\mathbf P')\,\delta^3(\mathbf p-\mathbf p')$, so $\langle B(\mathbf P')|B(\mathbf P)\rangle=2M(2\pi)^3\delta^3(\mathbf P-\mathbf P')$, as required. If the free-pair amplitude $\mathcal M(\mathbf p)$ is replaced by its threshold value $\mathcal M\equiv\mathcal M(0)$, then $\int d^3p\,\phi/(2\pi)^3=\psi(0)$ gives $\mathcal M_B=\sqrt{2M}\,\psi(0)\mathcal M/2m$, and

$$\Gamma=\frac{|\psi(0)|^2}{4m^2}\,\frac1{n!}\int d\Phi_n\sum_{\rm pol}|\mathcal M|^2 .\tag{1}$$

The wave function solves $-\nabla^2\psi/m-\alpha\psi/r=E\psi$, since the reduced mass is $m/2$. For $\psi=Ne^{-\kappa r}$ one has $\nabla^2\psi=(\kappa^2-2\kappa/r)\psi$. The $1/r$ terms require $\kappa=m\alpha/2$, and the rest gives $E=-m\alpha^2/4$. The norm is $N^2\,4\pi\cdot2/(2\kappa)^3=1$, so

$$|\psi(0)|^2=\frac{\kappa^3}{\pi}=\frac{m^3\alpha^3}{8\pi}.\tag{2}$$

Setting $M=2m$ in the phase space neglects the binding energy, which is $\alpha^2/8$ relative to $2m$.

The threshold replacement costs more than that. The transform of $e^{-\kappa r}/r$ is $(4\pi/p)\int_0^\infty\sin(pr)e^{-\kappa r}dr=4\pi/(p^2+\kappa^2)$, and $-\partial_\kappa$ of it gives $\phi=8\pi\kappa N/(p^2+\kappa^2)^2$. For an on-shell pair with $E=\sqrt{m^2+\mathbf p^2}$, at fixed photon directions and fixed ratios $\omega_i/E$ (so that energy is conserved), $\mathcal M(\mathbf p)$ has a power series in $\mathbf p/m$, because the spinors do and the denominators have the form $-2\omega(E\mp\mathbf p\cdot\mathbf n)$. The linear term integrates to zero against the spherical $\phi$. The quadratic term has the weight $\int^\Lambda p^4dp/[m^2(p^2+\kappa^2)^2]\approx\Lambda/m^2$, which grows until the series fails at $\Lambda\sim m$. It is to be compared with $\int_0^\infty p^2dp/(p^2+\kappa^2)^2=\pi/4\kappa$ (substitute $p=\kappa\tan\theta$). The ratio is of order $\kappa/m\sim\alpha$. In the same way, the share of $\psi(0)$ that comes from $p>m$ is $(1/m)/(\pi/4\kappa)=2\alpha/\pi=0.0046$. This fixes the order of the neglected terms and not their coefficient: (1) holds up to a relative error of order $\alpha$.

## 2. Spinors and spin states at threshold

Both particles have $p=(m,\mathbf 0)$. The electron spinor is $u=\sqrt{2m}\,(\xi,0)^T$, which obeys $\hat pu=mu$. The positron with spin state $\chi$ has the charge-conjugate spinor $v=i\gamma^2[\sqrt{2m}(\chi,0)^T]^*=\sqrt{2m}\,(0,\eta)^T$ with $\eta=-i\sigma^2\chi^*$. Then $\bar v=v^\dagger\gamma^0=\sqrt{2m}\,(0,-\eta^\dagger)$ and $\bar v(\hat p+m)=0$. Explicitly $\eta_\uparrow=(0,1)^T$ and $\eta_\downarrow=(-1,0)^T$.

Any amplitude has the form $\eta^\dagger O\xi={\rm tr}(O\,\xi\eta^\dagger)$, so a two-spin state enters through the matrix $\xi\eta^\dagger$. With the electron spin written first,

- $(\uparrow\downarrow-\downarrow\uparrow)/\sqrt2$ gives $-\mathbb 1/\sqrt2$,
- $\uparrow\uparrow$ gives $(\sigma^1+i\sigma^2)/2$,
- $(\uparrow\downarrow+\downarrow\uparrow)/\sqrt2$ gives $-\sigma^3/\sqrt2$,
- $\downarrow\downarrow$ gives $-(\sigma^1-i\sigma^2)/2$.

The three triplet matrices are $\sigma s/\sqrt2$ with $\mathbf s=(1,i,0)/\sqrt2$, $(0,0,-1)$ and $-(1,-i,0)/\sqrt2$, an orthonormal basis. The assignment agrees with rotations: a rotation $U$ of both spins sends $\eta\to U\eta$, because $\sigma^2U^*\sigma^2=U$, so $\xi\eta^\dagger\to U\xi\eta^\dagger U^\dagger$. The unit matrix is the scalar and $\sigma s$ is the vector.

Two reductions serve for any number of photons. Since $e\cdot p=0$, the matrices $\hat e$ and $\hat p$ anticommute. Hence $\hat p\hat eu=-\hat e\hat pu=-m\hat eu$ and $\bar v\hat e(-\hat p+m)=\bar v(\hat p+m)\hat e=0$, so that

$$(\hat p-\hat k+m)\hat eu=-\omega\,\hat n\hat eu,\qquad \bar v\hat e(\hat k-\hat p+m)=\omega\,\bar v\hat e\hat n .\tag{3}$$

In blocks,

$$\hat e=\begin{pmatrix}0&-\sigma e\\ \sigma e&0\end{pmatrix},\qquad \hat n=\begin{pmatrix}1&-\sigma n\\ \sigma n&-1\end{pmatrix}.$$

The rule $\sigma a\,\sigma b=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ with $\mathbf n\cdot\mathbf e=0$ gives $\sigma n\,\sigma e=i\sigma b$ and $\sigma e\,\sigma n=-i\sigma b$. Starting from $\hat eu=\sqrt{2m}\,(0,\sigma e\,\xi)^T$ and $\bar v\hat e=\sqrt{2m}\,(-\eta^\dagger\sigma e,0)$ and multiplying by $\hat n$,

$$\hat n\hat eu=-\sqrt{2m}\begin{pmatrix}i\sigma b\,\xi\\ \sigma e\,\xi\end{pmatrix},\qquad \bar v\hat e\hat n=-\sqrt{2m}\,\eta^\dagger\big(\sigma e,\ i\sigma b\big).\tag{4}$$

## 3. The simple case: two photons

Two vertices and one propagator give $i\mathcal M=(ie)^2i\,A_2$, so $|\mathcal M|=e^2|A_2|$ with $A_2=\bar v\hat e_2S(p-k_1)\hat e_1u+(1\leftrightarrow2)$. The denominator is $(p-k_1)^2-m^2=-2m\omega_1$. By (3) the first term is $\bar v\hat e_2\hat n_1\hat e_1u/2m$, and by (4) it equals $i\,\eta^\dagger\sigma e_2\,\sigma b_1\xi$. With $\mathbf n_1=-\mathbf n_2=\mathbf n$, so that $\mathbf b_1=\mathbf n\times\mathbf e_1$ and $\mathbf b_2=-\mathbf n\times\mathbf e_2$,

$$\sigma e_2\,\sigma b_1=\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)+i\,\sigma n\,(\mathbf e_1\cdot\mathbf e_2),\qquad \sigma e_1\,\sigma b_2=\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)-i\,\sigma n\,(\mathbf e_1\cdot\mathbf e_2),$$

where $\mathbf e_2\times(\mathbf n\times\mathbf e_1)=\mathbf n\,(\mathbf e_1\cdot\mathbf e_2)$ by transversality. The spin-dependent parts cancel and $A_2=2i\,\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)\,\eta^\dagger\xi$. The triplet matrices are traceless, so the triplet does not decay to two photons. For the singlet $\eta^\dagger\xi=-\sqrt2$. Of the four pairs of linear polarizations the two crossed ones have $|\mathbf n\cdot(\mathbf e_1\times\mathbf e_2)|=1$ and the others give zero, so $\sum|\mathcal M|^2=2\cdot8\,e^4=16e^4$.

For two bodies with total energy $\sqrt S$ and momentum $k$, the momentum delta function removes one integral, and $d(E_1+E_2)/dk=k\sqrt S/E_1E_2$ resolves the energy one:

$$\Phi_2=\frac{1}{(2\pi)^2}\,\frac{4\pi k^2}{4E_1E_2}\,\frac{E_1E_2}{k\sqrt S}=\frac{k}{4\pi\sqrt S}.\tag{5}$$

Two photons have $k=\sqrt S/2$ and $\Phi_2=1/8\pi$. Equation (1) gives

$$\Gamma_{2\gamma}=\frac{m^3\alpha^3}{8\pi}\,\frac1{4m^2}\,\frac12\,\frac1{8\pi}\,16(4\pi\alpha)^2=\frac12m\alpha^5 ,$$

the para-positronium rate. One photon cannot conserve both energy and momentum, so the triplet needs at least three.

## 4. Three photons: the amplitude

Now $i\mathcal M=(ie)^3i^2A=ie^3A$. The six diagrams differ only in the order of bosons on one fermion line, so they add with equal sign. Conservation, $k_1+k_2+k_3=2p$, turns the second internal momentum $p-k_1-k_2$ into $k_3-p$:

$$A=\sum_{\rm perm}\bar v\,\hat e_3S(k_3-p)\,\hat e_2\,S(p-k_1)\,\hat e_1u .$$

The denominators are $-2m\omega_3$ and $-2m\omega_1$. The numerators (3) supply $+\omega_3$ and $-\omega_1$, and all photon energies cancel:

$$A=-\frac1{4m^2}\sum_{\rm perm}\bar v\hat e_3\hat n_3\;\hat e_2\;\hat n_1\hat e_1u .$$

In (4) the two minus signs cancel and leave the factor $2m$. The middle matrix sends the column $(i\sigma b_1,\ \sigma e_1)^T$ to $(-\sigma e_2\sigma e_1,\ i\sigma e_2\sigma b_1)^T$, and the row $(\sigma e_3,\ i\sigma b_3)$ then gives

$$\bar v\hat e_3\hat n_3\hat e_2\hat n_1\hat e_1u=-2m\,\eta^\dagger\big[\sigma e_3\,\sigma e_2\,\sigma e_1+\sigma b_3\,\sigma e_2\,\sigma b_1\big]\xi .$$

Applying the product rule twice, with $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$,

$$\sigma a\,\sigma b\,\sigma c=(\mathbf a\cdot\mathbf b)\sigma c+(\mathbf b\cdot\mathbf c)\sigma a-(\mathbf a\cdot\mathbf c)\sigma b+i(\mathbf a\times\mathbf b)\cdot\mathbf c .$$

The six permutations form three pairs. In each pair photon $j$ sits in the middle and the outer photons $i,k$ are exchanged. The exchange reverses the sign of the triple product and leaves the other terms unchanged, so each pair contributes $\boldsymbol\sigma$ dotted into

$$2\big[(\mathbf e_k\cdot\mathbf e_j)\mathbf e_i+(\mathbf e_i\cdot\mathbf e_j)\mathbf e_k-(\mathbf e_i\cdot\mathbf e_k)\mathbf e_j\big]+2\big[(\mathbf b_k\cdot\mathbf e_j)\mathbf b_i+(\mathbf b_i\cdot\mathbf e_j)\mathbf b_k-(\mathbf b_i\cdot\mathbf b_k)\mathbf e_j\big].$$

In the sum of the first bracket over the three choices of the middle photon, a given structure $(\mathbf e_i\cdot\mathbf e_k)\mathbf e_j$ occurs once with $-1$ and twice with $+1$, in total $+1$. The prefactor is $(-1/4m^2)(-2m)(2)=1/m$, so

$$A=\frac1m\,\eta^\dagger\sigma V\xi,\qquad \mathbf V=\sum_{j}\Big\{(\mathbf e_i\cdot\mathbf e_k-\mathbf b_i\cdot\mathbf b_k)\mathbf e_j+(\mathbf b_i\cdot\mathbf e_j)\mathbf b_k+(\mathbf b_k\cdot\mathbf e_j)\mathbf b_i\Big\}.\tag{6}$$

The spin structure is the mirror of the two-photon case. There only the unit matrix survived, and here only $\boldsymbol\sigma$ does, so the singlet amplitude ${\rm tr}(\sigma V)$ vanishes. Both zeros agree with charge conjugation, under which the singlet is even, the triplet odd, and $n$ photons carry $(-1)^n$.

For the triplet, $A={\rm tr}(\sigma V\,\sigma s)/\sqrt2m=\sqrt2\,\mathbf s\cdot\mathbf V/m$. The integrated rate is proportional to $s_as_b^*T_{ab}$ with $T_{ab}=\int d\Phi_3\sum_{\rm pol}V_aV_b^*$. All photon directions are integrated over, so $T_{ab}$ is invariant under rotations and is therefore a multiple of $\delta_{ab}$. The three states decay at the same total rate, and that rate may be computed from the average. Completeness of the three $\mathbf s$ gives $\sum_s|\mathbf s\cdot\mathbf V|^2=|\mathbf V|^2$, hence

$$\langle|\mathcal M|^2\rangle=\frac{2e^6}{3m^2}\sum_{\rm pol}|\mathbf V|^2 .\tag{7}$$

The average discards the angular distribution of a polarized atom, which is not isotropic.

## 5. The polarization sum

For a unit vector $\mathbf t\perp\mathbf n$ the helicity states are $\boldsymbol\epsilon=(\mathbf t+i\lambda\,\mathbf n\times\mathbf t)/\sqrt2$ with $\lambda=\pm1$. From $\mathbf n\times(\mathbf n\times\mathbf t)=-\mathbf t$ follows $\mathbf n\times\boldsymbol\epsilon=-i\lambda\boldsymbol\epsilon$, and conjugation gives $\mathbf b=i\lambda\mathbf e$. Every term of (6) then has the form $(\mathbf e_i\cdot\mathbf e_k)\mathbf e_j$. The coefficient collects $1+\lambda_i\lambda_k$ from the group with $j$ in the middle, $-\lambda_j\lambda_k$ from the term $(\mathbf b_k\cdot\mathbf e_i)\mathbf b_j$ with $i$ in the middle, and $-\lambda_i\lambda_j$ from $(\mathbf b_i\cdot\mathbf e_k)\mathbf b_j$ with $k$ in the middle. Since $\lambda_j^2=1$ the sum factorizes:

$$\mathbf V=\sum_j(1-\lambda_i\lambda_j)(1-\lambda_j\lambda_k)\,(\mathbf e_i\cdot\mathbf e_k)\,\mathbf e_j .$$

A term survives only if photon $j$ has the helicity opposite to both others. For three equal helicities $\mathbf V=0$. In each of the other six configurations exactly one photon is the odd one, and $\mathbf V=4(\mathbf e_i\cdot\mathbf e_k)\mathbf e_j$.

The three momenta add to zero and so lie in a plane with normal $\mathbf z$. Choose $\mathbf t_i=\mathbf z\times\mathbf n_i$; another choice changes $\mathbf e_i$ by a phase only. Then $\mathbf n_i\times\mathbf t_i=\mathbf z$, $\mathbf t_i\cdot\mathbf t_k=c_{ik}$, $\mathbf e_i=(\mathbf t_i-i\lambda_i\mathbf z)/\sqrt2$, and $\mathbf e_i\cdot\mathbf e_k=(c_{ik}-\lambda_i\lambda_k)/2$. For $\lambda_i=\lambda_k$ this is $-(1-c_{ik})/2$, so $|\mathbf V|^2=4(1-c_{ik})^2$. Each pair $ik$ occurs for two overall signs of the helicities, which gives $\sum_{\rm pol}|\mathbf V|^2=8\sum_{\rm pairs}(1-c_{ik})^2$.

The angles follow from the energies. With $P=(2m,\mathbf 0)$, $(k_1+k_2)^2=2\omega_1\omega_2(1-c_{12})$ equals $(P-k_3)^2=4m^2-4m\omega_3$, so $1-c_{12}=2(1-x_3)/x_1x_2$. Inserting this in (7), with $\tfrac23\cdot8\cdot4=\tfrac{64}3$,

$$\langle|\mathcal M|^2\rangle=\frac{64e^6}{3m^2}W,\qquad W=\frac14\sum_{\rm pairs}(1-c_{ik})^2=\Big(\frac{1-x_3}{x_1x_2}\Big)^2+\Big(\frac{1-x_1}{x_2x_3}\Big)^2+\Big(\frac{1-x_2}{x_1x_3}\Big)^2 .\tag{8}$$

Two limits can be read from the angular form. If photon 3 takes the largest energy, $x_3=1$, the other two are parallel and opposite to it: $c_{12}=1$, $c_{13}=c_{23}=-1$, and $W=(0+4+4)/4=2$. If photon 1 is soft, photons 2 and 3 are back to back, $c_{13}=-c_{12}$, and $W=[4+(1-c_{12})^2+(1+c_{12})^2]/4=(3+c_{12}^2)/2$. This is finite. The $1/\omega$ pole that soft emission from moving charges produces is proportional to $e\cdot p$, which vanished in (3), so the rate has no infrared divergence at this order.

## 6. Three-body phase space

The momentum delta function sets $\mathbf k_3=-\mathbf k_1-\mathbf k_2$ and leaves

$$d\Phi_3=\frac1{(2\pi)^5}\,\frac{d^3k_1d^3k_2}{8\omega_1\omega_2\omega_3}\,\delta(2m-\omega_1-\omega_2-\omega_3).$$

The averaged integrand (8) depends on the energies alone. The direction of $\mathbf k_1$ gives $4\pi$ and the azimuth of $\mathbf k_2$ about it gives $2\pi$, so $d^3k_1d^3k_2=8\pi^2\omega_1^2\omega_2^2\,d\omega_1d\omega_2\,dc_{12}$. From $\omega_3^2=\omega_1^2+\omega_2^2+2\omega_1\omega_2c_{12}$ one has $\partial\omega_3/\partial c_{12}=\omega_1\omega_2/\omega_3$, and the integral of the delta function over $c_{12}$ is $\omega_3/\omega_1\omega_2$. All energies cancel:

$$d\Phi_3=\frac{8\pi^2}{8\cdot32\pi^5}\,d\omega_1d\omega_2=\frac{m^2}{32\pi^3}\,dx_1dx_2 .\tag{9}$$

The condition $|c_{12}|\le1$ reads $|x_1-x_2|\le x_3\le x_1+x_2$. With $x_1+x_2+x_3=2$ this is $x_i\le1$ for each $i$, the triangle $x_1,x_2\le1$, $x_1+x_2\ge1$ of area $\tfrac12$. The total volume is $m^2/64\pi^3$.

The simple case reproduces this volume. Insert $1=\int ds\,d^4q\,\delta(q^2-s)\,\delta^4(q-k_1-k_2)$, with $q^0>0$. Since $d^4q\,\delta(q^2-s)=d^3q/2q^0$, counting factors of $2\pi$ gives $\Phi_3=\int(ds/2\pi)\,\Phi_2(P\to q,k_3)\,\Phi_2(q\to k_1,k_2)$. In (5) the first factor has $k=(4m^2-s)/4m$ and equals $(1-s/4m^2)/8\pi$, and the second is $1/8\pi$. Then $\Phi_3=(128\pi^3)^{-1}\int_0^{4m^2}(1-s/4m^2)\,ds=m^2/64\pi^3$.

## 7. The integral and the photon spectrum

Permutations of $x_1,x_2,x_3$ map the triangle to itself with unit Jacobian, so the three terms of $W$ integrate to the same value and $I=\int W\,dx_1dx_2=3J$. Take the first term, with $1-x_3=x_1+x_2-1$, and write $x_1=x$, $a=1-x$. The inner integral is

$$\int_a^1\frac{(x_2-a)^2}{x_2^2}dx_2=\Big[x_2-2a\ln x_2-\frac{a^2}{x_2}\Big]_a^1=1-a^2+2a\ln a ,$$

and dividing by $x^2$,

$$g(x)=\frac{2x-x^2+2(1-x)\ln(1-x)}{x^2}.$$

From $\ln(1-x)=-\sum_{n\ge1}x^n/n$ follows $2(1-x)\ln(1-x)=-2x+\sum_{n\ge2}2x^n\big[\tfrac1{n-1}-\tfrac1n\big]$. The $n=2$ term is $x^2$, so the first two orders cancel and $g(x)=\sum_{n\ge3}2x^{n-2}/n(n-1)$. The terms are positive and may be integrated one by one:

$$J=\sum_{n\ge3}\frac{2}{n(n-1)^2}=2\sum_{n\ge3}\Big[\frac1{(n-1)^2}-\frac1{n(n-1)}\Big]=2\Big[\Big(\frac{\pi^2}6-1\Big)-\frac12\Big]=\frac{\pi^2}3-3 .$$

The first sum is $\sum_{k\ge1}k^{-2}=\pi^2/6$ without its first term, and the second telescopes to $\tfrac12$. Thus $J=0.289868$ and

$$I=\pi^2-9=0.869604 .\tag{10}$$

Stopping after the $x_2$ integration gives the energy spectrum of one photon, $F(x)=\int_{1-x}^1W\,dx_2$. The two terms with $x_1$ in the denominator each give $g(x)$. In the remaining term $x_2+x_3=2-x\equiv\Sigma$ is fixed, and $1/x_2x_3=(1/x_2+1/x_3)/\Sigma$ used twice gives $1/x_2^2x_3^2=(x_2^{-2}+x_3^{-2})/\Sigma^2+2(x_2^{-1}+x_3^{-1})/\Sigma^3$. Both $x_2$ and $x_3$ run over $[1-x,1]$, where $\int x_2^{-2}=x/(1-x)$ and $\int x_2^{-1}=-\ln(1-x)$. Multiplying by $(1-x)^2$,

$$F(x)=2g(x)+2\Big[\frac{x(1-x)}{(2-x)^2}-\frac{2(1-x)^2\ln(1-x)}{(2-x)^3}\Big].$$

The probability density for the energy of one photon is $F/(\pi^2-9)$, and its mean is $\tfrac23$ because the three photons share $\sum x_i=2$ symmetrically.

The limits of $W$ constrain both ends. At $x=1$ the closed form has $g=1$ and a vanishing bracket, so $F=2$, which is $W=2$ times an interval of length 1. At small $x$ the series gives $g\approx x/3$ and the bracket is $x/4+x/4$, so $F\approx5x/3$. On the other side, for soft photon 1 the relation $1-c_{12}=2(x_1+x_2-1)/x_1x_2$ is linear in $x_2\approx1$, so while $x_2$ runs over its interval of length $x$, $c_{12}$ covers $[-1,1]$ uniformly, and the mean of $(3+c_{12}^2)/2$ is $\tfrac53$. The closed form gives $F(0.1)=0.16985$, close to $\tfrac16$, then $F(0.5)=0.88242$ and $F(0.9)=1.52532$.

The soft end marks a limit of the method. After emitting a soft photon the pair propagates with an energy deficit $\omega$, and treating it as free requires $\omega$ to exceed the binding scale $m\alpha^2$. For $x\lesssim\alpha^2$ the formula for $F$ is not justified. In the lowest-order formula that region holds a share of order $\alpha^4$ of the rate.

## 8. The rate and its numerical value

Equations (1), (2), (8), (9) and (10) combine with $n!=6$ and $e^6=64\pi^3\alpha^3$:

$$\Gamma_{3\gamma}=\frac{m^3\alpha^3}{8\pi}\cdot\frac1{4m^2}\cdot\frac16\cdot\frac{64\cdot64\pi^3\alpha^3}{3m^2}\cdot\frac{m^2}{32\pi^3}\,I .$$

The numerator is $4096$ and the denominator $8\cdot4\cdot6\cdot3\cdot32\,\pi=18432\,\pi$, a ratio of $2/9\pi$. This is the Ore-Powell rate,

$$\Gamma_{3\gamma}=\frac{2(\pi^2-9)}{9\pi}\,m\alpha^6 .$$

The example is free positronium, with $\alpha=7.29735\times10^{-3}$ and $mc^2=510.999$ keV.

The radius is $1/\kappa=2/m\alpha=0.105835$ nm, and $|\psi(0)|^2=1/[\pi(0.105835\ {\rm nm})^3]=268.5\ {\rm nm^{-3}}$.

At the symmetric point $x_i=\tfrac23$ each $1-c_{ik}=2\cdot\tfrac13/\tfrac49=1.5$, which means angles of $120^\circ$. Then $W=3(1.5)^2/4=1.6875$ and $\langle|\mathcal M|^2\rangle=\tfrac{64}3\cdot1.6875=36\ e^6/m^2$. At $x=(0.9,0.7,0.4)$,

$$1-c_{12}=\frac{2(0.6)}{(0.9)(0.7)}=1.90476,\quad 1-c_{13}=\frac{2(0.3)}{(0.9)(0.4)}=1.66667,\quad 1-c_{23}=\frac{2(0.1)}{(0.7)(0.4)}=0.71429 ,$$

so $W=(1.90476^2+1.66667^2+0.71429^2)/4=1.72902$ and $\langle|\mathcal M|^2\rangle=36.886\ e^6/m^2$. These two values, the edge value 2 and the corner values from $\tfrac32$ to 2 lie in a narrow range, and so does the mean of $W$ over the triangle, which is $2I$.

Restoring units, $m\to mc^2/\hbar=7.763441\times10^{20}\ {\rm s^{-1}}$ and $\alpha^6=1.510052\times10^{-13}$, whose product is $m\alpha^6=117.232\ \mu{\rm s}^{-1}$. The coefficient is $2(0.869604)/9\pi=0.0615119$. Therefore

$$\Gamma_{3\gamma}=0.0615119\times117.232\ \mu{\rm s}^{-1}=7.21\ \mu{\rm s}^{-1},$$

a lifetime of $139$ ns and a width $\hbar\Gamma$ of $4.75$ neV. The formula evaluates to $7.2112\ \mu{\rm s}^{-1}$. These numbers, and the singlet rate and ratio that follow, are values of the lowest-order formulas; for the atom they carry the relative error of order $\alpha$ found in section 1, with a coefficient not computed here. The two-photon rate of the singlet is $m\alpha^5/2=8032.5\ \mu{\rm s}^{-1}$, and

$$\frac{\Gamma_{2\gamma}}{\Gamma_{3\gamma}}=\frac{9\pi}{4(\pi^2-9)\alpha}=1114 .$$

One factor $1/\alpha=137$ comes from the extra vertex, and the rest from the numerical coefficients $\tfrac12$ and $0.0615$.

The measured rate is roughly $7.0\ \mu{\rm s}^{-1}$, a few per cent below the lowest-order value. A relative shift of that size is several times $\alpha$. It is of the order that section 1 assigns to the neglected terms, together with the one-loop corrections to the amplitude, and its coefficient is not computed here. Decay into five photons has two more vertices and enters at relative order $\alpha^2$.

The derivation used the $S$-wave character of the state through $\psi(0)\ne0$. It carries over to excited triplet $S$ states with their own $|\psi(0)|^2$, and it fails for $P$ states, where $\psi(0)=0$. The singlet $P$ state is odd under charge conjugation, and its three-photon amplitude starts with the term of $\mathcal M(\mathbf p)$ linear in $\mathbf p$. The triplet $P$ states are even and cannot decay into three photons. The derivation also assumed a pure triplet in vacuum. A magnetic field mixes the triplet state of zero spin projection with the singlet, and because the singlet decays about a thousand times faster, a singlet probability of order $10^{-3}$ already makes the two-photon channel compete. In matter the positron can annihilate with a foreign electron in a relative singlet state, and the observed decay rate then includes that channel as well.
